# The slab dipole correction: half in the energy, full in the forces: test program

```python
# Slab dipole correction: for a neutral slab in a cell of area A and height L,
#   E_dip = p^2/(2 eps0 A L) = -p E_c/2,   E_c = -p/(eps0 A L),
# while electrons and ions feel the whole compensating field E_c.
# p: total dipole along z; phi: electrostatic potential; R: ion heights.
# Working units: nm, elementary charge, V, eV.  "line" is charge per height in
# one lateral cell (e/nm).  The test model is a self-consistent Hartree slab.
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import circulant, eigh
from scipy.signal import resample
from scipy.special import erf, erfc

E_OVER_EPS0 = const.e / const.epsilon_0 * 1e9             # V nm
HBAR2_2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2
SIDE = 0.5
AREA = SIDE**2
K = E_OVER_EPS0 / AREA                                    # V/nm per e
DZ = 0.02
CHARGE = np.array([1.0, 1.0, 2.0])
DEPTH = np.array([22.0, 20.0, 18.0])
SIGMA = 0.05      # width of ionic charge
WIDTH = 0.05      # width of short-range wells
R0 = np.array([-0.2, 0.0, 0.2])


def periodic_potential(line):
    k = 2 * np.pi * np.fft.fftfreq(len(line), DZ)
    coefficient = np.fft.fft(line)
    coefficient[0] = 0
    k[0] = 1
    return np.fft.ifft(K * coefficient / k**2).real


def isolated_potential(line, z):
    # Gauss's law integrated upward from a field-free lower vacuum
    fine = resample(line, 8 * len(line))
    zf = z[0] + DZ / 8 * np.arange(len(fine))
    field = CubicSpline(zf, K * fine).antiderivative()
    return -field.antiderivative()(z)


def solve(R, L, share):
    """share: part of the dipole potential felt by electrons; None: isolated.
    For every share > 0 the energy contains the same p^2 correction."""
    npts = round(L / DZ)
    z = -L / 2 + DZ * np.arange(npts)
    k = 2 * np.pi * np.fft.fftfreq(npts, DZ)
    kinetic = circulant(np.fft.ifft(HBAR2_2M * k**2).real)
    x = z[None, :] - np.asarray(R)[:, None]
    ions = CHARGE[:, None] * np.exp(-x**2 / (2 * SIGMA**2))
    ions /= SIGMA * np.sqrt(2 * np.pi)
    wells = -DEPTH[:, None] * np.exp(-x**2 / (2 * WIDTH**2))
    ion_line, short = ions.sum(0), wells.sum(0)

    def base_potential(line):
        if share is None:
            return isolated_potential(line, z)
        return periodic_potential(line)

    n = (CHARGE[:, None] * np.exp(-x**2 / (2 * 0.08**2))).sum(0)
    n *= CHARGE.sum() / (n.sum() * DZ)
    old_n, old_r = [], []
    for _ in range(300):
        line = ion_line - n
        phi = base_potential(line)
        if share is not None:
            phi = phi + share * K * np.sum(line * z) * DZ * z / L
        eps, psi = eigh(kinetic + np.diag(short - phi),
                        subset_by_index=[0, 1])
        out = 2 * np.sum(psi**2, axis=1) / DZ
        res = out - n
        if np.max(abs(res)) < 1e-9:
            break
        old_n, old_r = (old_n + [n])[-7:], (old_r + [res])[-7:]
        new = n + 0.3 * res
        if len(old_n) > 1:
            dn, dr = np.diff(old_n, axis=0).T, np.diff(old_r, axis=0).T
            gamma = np.linalg.lstsq(dr, res, rcond=None)[0]
            new = new - (dn + 0.3 * dr) @ gamma
        n = new
    else:
        raise AssertionError("self-consistency not reached")

    line = ion_line - out
    base = base_potential(line)
    p_ion = np.sum(ion_line * z) * DZ
    p_el = -np.sum(out * z) * DZ
    p = p_ion + p_el
    e_kin = 2 * np.sum(psi * (kinetic @ psi))
    e_short = np.sum(out * short) * DZ
    e_base = 0.5 * np.sum(line * base) * DZ
    corrected = share is not None and share > 0
    e_dip = K * p**2 / (2 * L) if corrected else 0.0
    field = -K * p / L if corrected else 0.0
    f_base = -np.sum(ions * x / SIGMA**2 * base, axis=1) * DZ
    f_base -= np.sum(wells * x / WIDTH**2 * out, axis=1) * DZ
    return SimpleNamespace(
        z=z, n=out, line=line, base=base, eps=eps, p=p, p_ion=p_ion,
        p_el=p_el, e_base=e_base, e_dip=e_dip, field=field, f_base=f_base,
        force=f_base + CHARGE * field,
        energy=e_kin + e_short + e_base + e_dip)


def derivatives(ion, L, share, h=0.001):
    """Four-point derivatives of energy and electronic dipole."""
    d_energy = d_pel = 0.0
    for step, weight in ((-2, 1), (-1, -8), (1, 8), (2, -1)):
        R = R0.copy()
        R[ion] += step * h
        run = solve(R, L, share)
        d_energy += weight * run.energy / (12 * h)
        d_pel += weight * run.p_el / (12 * h)
    return d_energy, d_pel


L = 3.2
full = solve(R0, L, 1.0)
iso = solve(R0, L, None)
z = full.z

# Same charge, two boundary conditions: potential and energy
phi_iso = isolated_potential(full.line, z)
phi_full = full.base + K * full.p * z / L
offset = phi_iso - phi_full
assert np.ptp(offset) < 1e-5
frozen_gap = 0.5 * np.sum(full.line * (phi_iso - full.base)) * DZ
assert abs(frozen_gap - full.e_dip) < 1e-5
assert full.e_dip > 1e-4

# Independently self-consistent isolated slab
assert abs(full.energy - iso.energy) < 1e-5
assert np.max(abs(full.force - iso.force)) < 1e-3
assert abs(full.p - iso.p) < 1e-5

# Flat vacuum and the potential step
low, lower, high = [np.argmin(abs(z - h)) for h in (-1.1, -1.4, 1.1)]
step = phi_full[high] - phi_full[low]
assert abs(phi_full[low] - phi_full[lower]) < 1e-5
assert abs(step - K * full.p) < 1e-5
work_low = -phi_full[low] - full.eps[1]
work_high = -phi_full[high] - full.eps[1]
assert min(work_low, work_high) > 0

# Forces against differences of the total energy
numeric = np.array([-derivatives(i, L, 1.0)[0] for i in range(3)])
force_error = np.max(abs(numeric - full.force))
assert force_error < 1e-4
assert abs(full.force.sum()) < 1e-4
half_ion = full.f_base + 0.5 * CHARGE * full.field
assert np.max(abs(numeric - half_ion)) > 1e-2

# Electrons given only half the potential: gradients are lost as predicted
half = solve(R0, L, 0.5)
half_slope, half_dpel = derivatives(2, L, 0.5)
half_gap = -half_slope - half.force[2]
half_predicted = 0.5 * half.field * half_dpel
assert abs(half_gap - half_predicted) < 1e-4
assert abs(half_gap) > 1e-2

# Total energy rebuilt from eigenvalues
band_dipole = K * (full.p_ion**2 - full.p_el**2) / (2 * L)
band_sum = 2 * full.eps.sum()
band_total = (band_sum + np.sum(full.n * full.base) * DZ
              + full.e_base + band_dipole)
assert abs(band_total - full.energy) < 1e-6

# Dependence on cell height
scan = []
for height in (2.4, 3.2, 4.8):
    bare, corr = solve(R0, height, 0.0), solve(R0, height, 1.0)
    assert abs(corr.energy - iso.energy) < 1e-5
    assert max(corr.n[0], bare.n[0]) < 1e-6
    scan.append((height, bare.energy - iso.energy, corr.energy - iso.energy,
                 (corr.energy - bare.energy) / corr.e_dip))
ratios = [row[3] for row in scan]
assert ratios[0] > ratios[1] > ratios[2] > 1

# Three-dimensional layer of two Gaussian charges per lateral cell
Q3 = np.array([1.0, -1.0])
POS3 = np.array([[0.0, 0.0, -0.1], [0.2, 0.1, 0.1]])
G1 = 2 * np.pi / SIDE


def lattice_energy(height):
    m = np.arange(-11, 12) * G1
    mz = int(np.ceil(130 * height / (2 * np.pi)))
    kz = 2 * np.pi / height * np.arange(-mz, mz + 1)
    G = np.array(np.meshgrid(m, m, kz, indexing="ij")).reshape(3, -1)
    g2 = np.sum(G**2, axis=0)
    G, g2 = G[:, g2 > 1e-12], g2[g2 > 1e-12]
    structure = Q3 @ np.exp(-1j * POS3 @ G)
    total = np.sum(abs(structure)**2 * np.exp(-g2 * SIGMA**2) / g2)
    return E_OVER_EPS0 / (2 * AREA * height) * total


def isolated_layer_energy():
    m = np.arange(-11, 12) * G1
    gx, gy = [v.ravel() for v in np.meshgrid(m, m, indexing="ij")]
    keep = gx**2 + gy**2 > 1e-12
    gx, gy = gx[keep], gy[keep]
    g = np.hypot(gx, gy)
    total = 0.0
    for qi, ri in zip(Q3, POS3):
        for qj, rj in zip(Q3, POS3):
            dx, dy, dz = ri - rj
            up = np.exp(g * dz) * erfc(g * SIGMA + dz / (2 * SIGMA))
            down = np.exp(-g * dz) * erfc(g * SIGMA - dz / (2 * SIGMA))
            lateral = np.sum(np.cos(gx * dx + gy * dy) * (up + down) / (4 * g))
            mean = -0.5 * (dz * erf(dz / (2 * SIGMA)) + 2 * SIGMA
                           / np.sqrt(np.pi) * np.exp(-(dz / (2 * SIGMA))**2))
            total += qi * qj * (lateral + mean)
    return E_OVER_EPS0 / (2 * AREA) * total


p3 = Q3 @ POS3[:, 2]
layer = isolated_layer_energy()
residue = []
for height in (1.4, 1.6):
    correction = K * p3**2 / (2 * height)
    residue.append(lattice_energy(height) + correction - layer)
decay = np.log(abs(residue[0] / residue[1])) / 0.2
assert abs(residue[0]) < 1e-5
assert abs(decay / G1 - 1) < 0.02

print(f"lateral cell side {SIDE:.2f} nm, area {AREA:.4f} nm^2")
print(f"cell height {L:.2f} nm, grid spacing {DZ:.3f} nm")
print("ion heights (nm):", R0)
print("ion charges (e):", CHARGE)
print("well depths (eV):", DEPTH)
print(f"ion charge width {SIGMA:.3f} nm, well width {WIDTH:.3f} nm")
print(f"e/eps0 = {E_OVER_EPS0:.6f} V nm")
print(f"ionic dipole {full.p_ion:.6f} e nm")
print(f"electronic dipole {full.p_el:.6f} e nm")
print(f"total dipole {full.p:.6f} e nm = {full.p*const.e*1e-9:.5e} C m")
print(f"compensating field {full.field:.6f} V/nm = {full.field*1e9:.5e} V/m")
print(f"dipole energy {full.e_dip:.6f} eV = {full.e_dip*const.e:.5e} J")
print(f"same-density isolated minus periodic energy {frozen_gap:.6f} eV")
print(f"vacuum step, upper minus lower {step:.6f} V")
print(f"work function lower side {work_low:.5f} eV")
print(f"work function upper side {work_high:.5f} eV")
print(f"corrected total energy {full.energy:.6f} eV")
print(f"isolated total energy {iso.energy:.6f} eV")
print("ion: periodic force, dipole force, total, -dE/dR (eV/nm)")
for i in range(3):
    print(f"{i+1}: {full.f_base[i]:.5f} {CHARGE[i]*full.field:.5f} "
          f"{full.force[i]:.5f} {numeric[i]:.5f}")
print(f"force on ion 3 in SI {full.force[2]*const.e*1e9:.5e} N")
print(f"largest force error {force_error:.1e} eV/nm")
print(f"sum of forces {full.force.sum():.1e} eV/nm")
print(f"sum if ions felt half the field {half_ion.sum():.5f} eV/nm")
print("electrons given half the dipole potential, ion 3:")
print(f"  dipole {half.p:.6f} e nm, full field {half.field:.6f} V/nm")
print(f"  d(electronic dipole)/dR {half_dpel:.5f} e")
print(f"  Hellmann-Feynman force {half.force[2]:.5f} eV/nm")
print(f"  -dE/dR {-half_slope:.5f} eV/nm")
print(f"  gap {half_gap:.5f}, predicted {half_predicted:.5f} eV/nm")
print(f"eigenvalue sum {band_sum:.6f} eV")
print(f"dipole term with eigenvalue sum {band_dipole:.6f} eV")
print(f"total rebuilt from eigenvalues {band_total:.6f} eV")
print("L (nm): uncorrected error, corrected error (eV), gap/E_dip")
for row in scan:
    print(f"{row[0]:.1f}: {row[1]:.6f} {row[2]:.1e} {row[3]:.5f}")
print("3D layer charges (e):", Q3)
print("3D layer positions (nm):", POS3.tolist())
print(f"3D layer dipole {p3:.3f} e nm, isolated energy {layer:.6f} eV")
print(f"3D residue at L=1.4 nm {residue[0]:.3e} eV")
print(f"3D residue at L=1.6 nm {residue[1]:.3e} eV")
print(f"residue decay rate {decay:.4f} /nm, G1 {G1:.4f} /nm")
print("success")
```

It prints:

```
lateral cell side 0.50 nm, area 0.2500 nm^2
cell height 3.20 nm, grid spacing 0.020 nm
ion heights (nm): [-0.2  0.   0.2]
ion charges (e): [1. 1. 2.]
well depths (eV): [22. 20. 18.]
ion charge width 0.050 nm, well width 0.050 nm
e/eps0 = 18.095128 V nm
ionic dipole 0.200000 e nm
electronic dipole -0.131735 e nm
total dipole 0.068265 e nm = 1.09372e-29 C m
compensating field -1.544070 V/nm = -1.54407e+09 V/m
dipole energy 0.052703 eV = 8.44389e-21 J
same-density isolated minus periodic energy 0.052703 eV
vacuum step, upper minus lower 4.941023 V
work function lower side 12.92175 eV
work function upper side 7.98073 eV
corrected total energy -45.167537 eV
isolated total energy -45.167537 eV
ion: periodic force, dipole force, total, -dE/dR (eV/nm)
1: 55.20288 -1.54407 53.65881 53.65881
2: -17.25649 -1.54407 -18.80056 -18.80056
3: -31.77011 -3.08814 -34.85825 -34.85825
force on ion 3 in SI -5.58491e-09 N
largest force error 2.1e-07 eV/nm
sum of forces -2.0e-09 eV/nm
sum if ions felt half the field 3.08814 eV/nm
electrons given half the dipole potential, ion 3:
  dipole 0.072982 e nm, full field -1.650778 V/nm
  d(electronic dipole)/dR -2.46611 e
  Hellmann-Feynman force -36.87159 eV/nm
  -dE/dR -34.83609 eV/nm
  gap 2.03550, predicted 2.03550 eV/nm
eigenvalue sum -46.118790 eV
dipole term with eigenvalue sum 0.256111 eV
total rebuilt from eigenvalues -45.167537 eV
L (nm): uncorrected error, corrected error (eV), gap/E_dip
2.4: -0.084925 1.2e-09 1.20855
3.2: -0.060532 1.2e-09 1.14856
4.8: -0.038449 1.2e-09 1.09431
3D layer charges (e): [ 1. -1.]
3D layer positions (nm): [[0.0, 0.0, -0.1], [0.2, 0.1, 0.1]]
3D layer dipole -0.200 e nm, isolated energy 12.541518 eV
3D residue at L=1.4 nm 1.347e-06 eV
3D residue at L=1.6 nm 1.091e-07 eV
residue decay rate 12.5697 /nm, G1 12.5664 /nm
success
```
